\section*{Peierls Barrier of a Ferroelectric Domain Wall from a Constraint Force}

\section{What symmetry fixes}

A flat domain wall in a crystal of period $a$ has the same energy after a shift by one period. Let $E_{\rm r}(X)$ be the energy relaxed at fixed wall centre $X$, and let $F=dE_{\rm r}/dX$ be the force that holds the wall there. On a continuous periodic branch
\begin{equation}
\int_{X}^{X+a}F\,dX'=E_{\rm r}(X+a)-E_{\rm r}(X)=0 .
\end{equation}
The integral over a whole period therefore checks the calculation but is not the barrier. The barrier comes from the running integral $W(X)=\int_{X_0}^{X}F\,dX'$:
\begin{equation}
E_{\rm P}=\max W-\min W\quad\text{within one period}.
\end{equation}
If the model has one energy scale $U_0$ for the local double well and one coupling energy $J$, dimensional analysis gives $E_{\rm P}=U_0f(\kappa)$ with $\kappa=J/U_0$. The algorithm below computes $f$.

\section{Model and wall centre}

Each cell along the wall normal carries one polar coordinate $s_n$, $n=1,\dots,N$. Fixed neighbours $s_0=-1$ and $s_{N+1}=+1$ place one wall in the chain. The polarization lies in the wall plane, so the flat wall is uncharged. Per in-plane cell,
\begin{equation}
E=U_0\sum_{n=1}^{N}(s_n^2-1)^2+\frac J2\sum_{n=0}^{N}(s_{n+1}-s_n)^2 .
\end{equation}
From here on energies are in units of $U_0$ and $X$ is in units of $a$, unless units are written. The gradient and Hessian are
\begin{align}
\partial_nE&=4s_n(s_n^2-1)+\kappa(2s_n-s_{n-1}-s_{n+1}),\\
H_{nn}&=12s_n^2-4+2\kappa,\qquad H_{n,n\pm1}=-\kappa .
\end{align}

The wall centre is defined by
\begin{equation}
X(s)=\frac{N+1}{2}-\frac12\sum_n g(s_n),\qquad g(s)=\frac{3s-s^3}{2}.
\end{equation}
A shift to the right by one cell brings in $s=-1$ at the left and removes $s=+1$ at the right. The sum changes by $g(-1)-g(1)=-2$, so $X$ grows by 1, as it must. In a finite chain this holds up to the small tails at the ends. A tail $\delta_n\propto r^n$ obeys $(8+2\kappa)\delta_n=\kappa(\delta_{n-1}+\delta_{n+1})$, or $r+1/r=2+8/\kappa$. For $\kappa=1$ this gives $r=0.10$ per cell, and 24 cells are ample.

The second property of $g$ is $g'(\pm1)=0$: cells deep in the domains do not respond to the constraint. Section~\ref{sec:index} shows why this matters.

Reflecting the chain and reversing all $s_n$ leaves $E$ unchanged. Hence $E_{\rm r}$ is even about a bond-centred and about a site-centred wall, and $F$ vanishes at both. For the couplings treated here the first is the minimum and the second the saddle, so $E_{\rm P}$ is the integral of $F$ over half a period.

\section{The multiplier is the force}

Make $L=E(s)-F\,[X(s)-X_0]$ stationary:
\begin{equation}
\nabla E=F\,\nabla X,\qquad X(s)=X_0 .
\label{eq:kkt}
\end{equation}
Differentiating the constraint along the branch gives $\nabla X\cdot ds/dX_0=1$. Therefore
\begin{equation}
\frac{dE_{\rm r}}{dX_0}=\nabla E\cdot\frac{ds}{dX_0}
=F\,\nabla X\cdot\frac{ds}{dX_0}=F .
\end{equation}

To solve (\ref{eq:kkt}) by Newton's method, write $c=\nabla X$, with $c_n=-g'(s_n)/2$. Since $\nabla^2X=-\tfrac12\,\mathrm{diag}(g'')$, the Hessian of $L$ is
\begin{equation}
A=H-F\nabla^2X=H+\tfrac F2\,\mathrm{diag}\,g''(s_n),
\end{equation}
and each iteration solves
\begin{equation}
\begin{pmatrix}A&-c\\c^{T}&0\end{pmatrix}
\begin{pmatrix}\Delta s\\\Delta F\end{pmatrix}
=-\begin{pmatrix}\nabla E-Fc\\X(s)-X_0\end{pmatrix}.
\label{eq:newton}
\end{equation}

This matrix is regular if $c\neq0$ and $A$ is positive on the tangent space $c\cdot v=0$. To see this, suppose $Av=cw$ and $c\cdot v=0$. Then $v^TAv=w\,(v\cdot c)=0$, so $v=0$; then $cw=0$ gives $w=0$. Under these two conditions the implicit function theorem gives a smooth branch without a fold.

The block $A$ alone does not stay regular. At the minimum $F=0$ and $A=H$ is positive; at the saddle $A=H$ has one negative eigenvalue. By continuity $A$ is singular somewhere between. Elimination through $A^{-1}$ fails at that point and loses accuracy very close to it. Factorizing the bordered matrix as a whole, with pivoting, avoids the problem.

\section{Scheme and cost}

\begin{verbatim}
s <- Newton minimum from tanh((n-Xb)/xi), xi = sqrt(kappa/2)
F <- 0;  W <- 0          # Xb: bond-centred wall
for each Gauss node X_i, weight w_i, in [Xb, Xb+1/2]:
    repeat               # start from the previous s, F
        solve the bordered system for ds, dF
        s <- s + ds;  F <- F + dF
    until residual is small
    check: A positive on the space c.v = 0
    W <- W + w_i * F
E_P <- W
repeat on [Xb+1/2, Xb+1]; the two halves must cancel
\end{verbatim}

The starting profile follows from the continuum limit, where $(\kappa/2)s'^2=(s^2-1)^2$ gives $s=\tanh(x/\xi)$ with $\xi=\sqrt{\kappa/2}$. It serves as a guess and does not enter the result.

A dense solve costs $O(N^3)$ operations. Because $A$ is tridiagonal with one border, a sparse factorization can bring this to $O(N)$. If no Hessian is available, the projection of (\ref{eq:kkt}) on $c$ gives $F=(c\cdot\nabla E)/(c\cdot c)$, and one relaxes along $-(\nabla E-Fc)$ while restoring $X=X_0$.

For an unsymmetric chain, scan the whole period and take the highest minus the lowest value of $W$.

\section{Why the result is the barrier}

Take any continuous path from one minimum to the next. Along it $X$ changes continuously, so the path crosses the surface $X=X_{\rm s}$ on which the saddle lies. Its highest energy is at least the lowest energy on that surface. If the saddle is that lowest state, no path does better. Descent from the saddle to the two neighbouring minima then supplies a path that attains the bound.

Both conditions were examined at $\kappa=1$. Descent from the saddle, displaced either way along its unstable mode, ended in minima of equal energy whose walls differ by one cell. On the surface $X=X_{\rm s}$ of a 12-cell chain, 20 minimizations were started from the saddle profile with random displacements of standard deviation 0.3. All converged, and none ended below the saddle. This supports the condition but does not prove it.

\section{Which constraints work}
\label{sec:index}

At the saddle $F=0$ and $A=H$, with one negative eigenvalue. The constrained state is a stable minimum if and only if
\begin{equation}
q=c^{T}H^{-1}c<0 .
\label{eq:index}
\end{equation}
For the proof, let $w=H^{-1}c$. Every tangent vector $v$ satisfies $v^THw=v\cdot c=0$, while $w^THw=c\cdot w=q$. If $q\neq0$, $w$ lies outside the tangent space and completes it to the full space, and $H$ splits into two uncoupled blocks. The one negative direction lies along $w$ if $q<0$ and in the tangent space if $q>0$. If $q=0$, $w$ is itself a tangent vector of zero curvature, so $H$ is not positive there.

An obvious choice is $g(s)=s$, which fixes the total polarization and makes the multiplier a uniform field. Every domain cell then responds. A uniform force of 1 displaces it by $1/8$, since the well curvature at $s=\pm1$ is 8. With $c$ rescaled to $c_n=1$, which leaves the sign of $q$ unchanged, $q\simeq q_{\rm wall}+N/8$. The calculation at $N=25$, $\kappa=1$ gives $q=2.294$, hence $q_{\rm wall}\simeq2.294-3.125=-0.83$. The sign should change near $N=6.6$. Among odd chain lengths, the first failure is indeed at $N=7$.

In a chain much longer than that, the domains take up most of the imposed polarization and the wall slips back close to a bond-centred position. At the midpoint $\sum s_n$ must differ by 1 from its value at the nearest minimum. Spread over $N$ domain cells this costs about $1/(2N/8)=0.16$ for $N=25$. The relaxed state found there lies at $0.141\,U_0$ above the minimum, less than half the true barrier of $0.325\,U_0$.

With $c_n=g'(s_n)$ for the cubic $g$, the same chain has $q=-1.083$, and the constraint was stable at every odd length from 3 to 25. Its domains also remain stable under load. For $F>0$ the softer side is $s=+1$, where $g''=-3$ and the curvature for a uniform displacement is $8-3F/2$. This is positive for $F<16/3$, far above the peak force of 1.05 found below for $\kappa=1$. The margin shrinks for narrower walls, whose peak force is larger.

\section{Worked example}

Take $a=0.5$ nm, $U_0=J=0.2$ eV, $P_s=50\ \mu\mathrm{C/cm^2}$ and $T=300$ K. Then $\kappa=1$, $\xi=0.35$ nm, and a cubic cell has the dipole $p=P_sa^3=0.390\,e\,$nm.

At the minimum the cells next to the wall have $s=\pm0.756$; at the saddle one cell has $s=0$. As the wall advances from one to the other, that cell moves as follows:
\begin{center}
\begin{tabular}{ccc}
$(X-X_b)/a$ & $F$ ($U_0/a$) & $s$\\
0 & 0 & 0.756\\
0.025 & 0.417 & 0.713\\
0.100 & 1.006 & 0.572\\
0.200 & 0.980 & 0.408\\
0.300 & 0.709 & 0.264\\
0.400 & 0.366 & 0.130\\
0.500 & 0 & 0
\end{tabular}
\end{center}
With 48 Gauss nodes the half-period integral is $0.325425\,U_0$. The independently converged stationary states give $1.889056-1.563631=0.325425\,U_0$. This comparison is needed as well as the vanishing period integral, because a wrong constant factor in $F$ would leave the latter zero. At $0.2\,a$ a finite difference of the relaxed energy reproduces $F=0.980\,U_0/a$. The lowest tangent curvature at the nodes is $5.6\,U_0$, so the branch is well conditioned. The barrier is
\begin{equation}
E_{\rm P}=0.3254\times0.2\ \mathrm{eV}=65\ \mathrm{meV\ per\ in\mbox{-}plane\ cell},
\end{equation}
or $0.0651/0.25=0.26\ \mathrm{eV/nm^2}=42\ \mathrm{mJ/m^2}$.

\section{Step size and the two limits}

The force rises steeply near the minimum. Linearizing (\ref{eq:kkt}) there gives $H\,ds=c\,dF$ and $c\cdot ds=dX$, hence
\begin{equation}
\left.\frac{dF}{dX}\right|_{X_b}=\frac1{c^{T}H^{-1}c}.
\end{equation}
Keep only the two wall cells. Each has $|c|=\tfrac34(1-0.756^2)=0.321$, and their common displacement has curvature $12(0.756)^2-4+2-1=3.86$. The slope is $3.86/(2\times0.321^2)\simeq19$, a slight overestimate: with all cells the formula gives 17.7, and the tabulated mean slope over the first interval is $0.417/0.025=16.7$. The tabulated force is concave, so chords lie below it: a trapezoid rule with ten equal intervals gives $0.3209\,U_0$, which is 1.4\% below the Gauss value. Gauss nodes crowd towards the ends of the interval and resolve the rise.

\paragraph{Narrow wall, $\kappa\to0$.} Start from the sharp bond-centred wall, of energy $2\kappa$. Each of its two wall cells feels a force $2\kappa$ against curvature 8 and gains $(2\kappa)^2/16$, so $E_b=2\kappa-\kappa^2/2$. The sharp site-centred wall costs $1+\kappa$. Each neighbour of its central cell feels a force $\kappa$ and gains $\kappa^2/16$, so $E_s=1+\kappa-\kappa^2/8$. Therefore
\begin{equation}
E_{\rm P}/U_0=1-\kappa+\tfrac38\kappa^2+O(\kappa^3).
\end{equation}
At $\kappa=0.5$ this gives 0.594; the integrated force gives 0.588. The wall cells sit at $1-|s|\simeq\kappa/4$, so $|c|\simeq3\kappa/8$ and the initial slope grows as $8/(2c^2)\simeq28/\kappa^2$. The first nodes must be closer together for narrower walls.

\paragraph{Wide wall.} At $\kappa=2$ the barrier has fallen to $0.090\,U_0$. For a rigid continuum profile the energy density is proportional to $\mathrm{sech}^4(x/\xi)$. Its Fourier component at the lattice wavevector decays as $e^{-\pi^2\xi/a}$ (here $\xi$ is a length), apart from a power of $\xi/a$. This estimate ignores lattice relaxation, but it shows that solver tolerances must be set relative to a rapidly shrinking barrier.

\section{Peak force and depinning field}

The barrier is the energy difference of two fixed stationary states, so it is the same for every constraint that keeps a smooth, stable branch between them. The quintic $g=(15s-10s^3+3s^5)/8$ also gives $0.325425\,U_0$. The conditions $g(\pm1)=\pm1$ and $g'(\pm1)=0$ alone do not ensure such a branch: $g=(5s^3-3s^5)/2$ meets both, but at $\kappa=1$ it has $q>0$ at the saddle. The peak force is not invariant, because another definition of $X$ changes the abscissa and the path: it is $1.05\,U_0/a$ for the cubic and $1.26\,U_0/a$ for the quintic.

A uniform field $\mathcal E$ adds $-p\mathcal E\sum s_n$. Moving the wall by $a$ changes $\sum s_n$ by 2, which suggests $\mathcal E\simeq F_{\max}a/2p$. This gives 2.69 and 3.22 MV/cm for the two constraints. The depinning field itself is the fold of the stationary states $\nabla E=h\,(1,\dots,1)^T$, with $h=p\mathcal E/U_0$. To find it, prescribe $s$ in one wall cell, solve for $h$ and the other cells, and maximize $h$. The result is $h=0.505$, or
\begin{equation}
\mathcal E_{\rm dep}=\frac{0.505\times0.2}{0.390}\ \mathrm{V/nm}=2.6\ \mathrm{MV/cm}.
\end{equation}
The force estimates are too high by 4\% and 24\%. In damped relaxation the wall stayed in place at $0.98\,h$ and moved at $1.02\,h$.

\section{Beside real hafnia}

The cell size and polarization are roughly those of ferroelectric hafnia. $U_0$ and $J$ are round model values, not calculated for a particular wall, and hafnia has several wall types whose barriers need not be similar. Coercive fields of films are roughly 1 MV/cm and breakdown fields a few MV/cm; the model's depinning field is 0.65 of a rough 4 MV/cm.

The assumption that fails in a device is rigid motion. Without a field, a wall of $10\times50\ \mathrm{nm^2}$ would need $0.26\times500=130$ eV at once; a field of 1 MV/cm lowers this, but only to tens of electronvolts. A wall can instead advance by a small island bounded by one-cell steps. Relaxing such a step in two dimensions, with the same $J$ between columns, gives $\gamma=0.154$ eV per cell length. A square island of side $L$ cells costs $W=4\gamma L-2p\mathcal EL^2$, which is largest at $L=\gamma/p\mathcal E$, where $W=2\gamma^2/p\mathcal E$. At 1 MV/cm, $p\mathcal E=0.039$ eV, $L=4.0$ and $W=1.2$ eV, or 47 $k_BT$. The formula treats the edges as independent straight lines, which is rough for an island only four cells wide.

Even this omits a large term. Step edges perpendicular to the polarization carry a line charge $2P_sa$. Two long parallel edges with opposite line charges $\pm\lambda$, $\lambda=2P_sa$, a distance $La$ apart and with a core radius of about $a$, cost $\lambda^2\ln L/(2\pi\varepsilon_0\varepsilon_r)$ per unit length. For relative permittivity $\varepsilon_r=30$ and $L=3.96$ this is about 0.64 eV per cell length, against 0.31 eV for the two steps themselves. For edges only four cells long, the ends and the choice of core radius change this estimate considerably. The added energy is still of the order of electronvolts, so 1.2 eV is not a prediction for hafnia; a changed island shape or screening would alter the sum. Long-range strain is also left out and has not been sized.

Thermal and quantum motion also matter. In the harmonic approximation, a domain cell of the chain has a thermal rms of 0.115 in $s$. Averaging the double well over it multiplies the quadratic term by $1-3\langle\delta s^2\rangle=0.96$ and the well depth by $0.96^2$, a reduction of about 8\%. With the same variance in every cell, the ratio $\kappa$ also rises by about 4\%, and the barrier falls by about 12\%. The wall cells fluctuate more than the domain cells, and differently at the minimum and at the saddle. This is left out and can offset the reduction, so the 12\% is not a prediction of the barrier at 300 K. If four oxygen atoms per cell move 0.05 nm per unit of $s$, the unstable mode crosses over to tunnelling near 20 K, well below the temperature of use. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
U0 = 0.2 eV, J = 0.2 eV, kappa = 1.00, N = 24 cells
a = 0.5 nm, Ps = 50 uC/cm2, T = 300 K
cell dipole = 0.3901 e nm; kT = 0.02585 eV
continuum half-width xi = 0.3536 nm
minimum, 4 cells at wall: [-0.9746 -0.7564  0.7564  0.9746]
saddle, 5 cells at wall: [-0.988 -0.883  0.     0.883  0.988]
wall energy at minimum = 1.563631 U0
wall energy at saddle = 1.889056 U0
barrier, integrated force = 0.32542479 U0
barrier, energy difference = 0.32542479 U0
barrier, quintic constraint = 0.32542479 U0
integral over whole period = 4.4e-15 U0
trapezoid, 10 intervals per half period = 0.320852 U0
barrier = 65.085 meV per in-plane cell
barrier per area = 0.2603 eV/nm2 = 41.71 mJ/m2
kappa 0.5: integral 0.587735, direct 0.587735 U0
kappa 1.0: integral 0.325425, direct 0.325425 U0
kappa 2.0: integral 0.089585, direct 0.089585 U0
X-Xmin = 0.000 a: F = 0.00000 U0/a, moving cell s = 0.7564
X-Xmin = 0.025 a: F = 0.41699 U0/a, moving cell s = 0.7134
X-Xmin = 0.050 a: F = 0.72271 U0/a, moving cell s = 0.6657
X-Xmin = 0.100 a: F = 1.00559 U0/a, moving cell s = 0.5721
X-Xmin = 0.200 a: F = 0.98007 U0/a, moving cell s = 0.4081
X-Xmin = 0.300 a: F = 0.70926 U0/a, moving cell s = 0.2640
X-Xmin = 0.400 a: F = 0.36617 U0/a, moving cell s = 0.1299
X-Xmin = 0.500 a: F = -0.00000 U0/a, moving cell s = -0.0000
finite-difference dE/dX at 0.200 a = 0.98007 U0/a
lowest tangent curvature on branch = 5.585 U0
peak F, cubic = 1.0496 U0/a = 0.4198 eV/nm at 0.133 a
peak F, quintic = 1.2569 U0/a
field from peak F/2: cubic 2.691, quintic 3.222 MV/cm
true depinning: h = 0.50499 U0, field = 2.589 MV/cm
negative eigenvalue at saddle = -2.2109 U0
c.H^-1.c at saddle, N=25: linear 2.294, cubic -1.083 (1/U0)
linear constraint first fails at odd N = 7 cells
linear constraint, N=25, midpoint energy = 0.1414 U0
constrained random starts converged = 20 of 20
lowest minus saddle energy = 0.0e+00 U0
rigid wall of 500 nm2: barrier = 130.2 eV
step energy = 0.7723 U0 = 0.1545 eV per cell length
square nucleus at 1.0 MV/cm: side 3.96 cells, energy 1.223 eV = 47.3 kT
charged edge pair (eps_r 30) = 0.643 eV per cell length; two steps = 0.309 eV
thermal rms of s in domain = 0.1149; well softening 3<ds^2> = 0.0396
tunnelling crossover (4 O, shift 0.05 nm) = 19.9 K
depinning / rough breakdown field (4.0 MV/cm) = 0.647
\end{verbatim}
